Quantum capacitance of graphene at finite temperature, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the band structure to the closed form

Treat a graphene sheet under a thin insulating gate as one plate of an ordinary capacitor, and the charge in it comes out badly wrong. Take an insulator of capacitance 2.833 µF/cm² and a gate held 0.683 V above the voltage at which the sheet is neutral. The plate picture gives 2.833 × 0.683 = 1.93 µC/cm², which is 12.1 × 10¹² electrons per cm². The model derived here, for the same stack at 300 K, gives 6.8 × 10¹². The missing voltage has gone into filling the bands of the graphene. A correction that uses the density of states at zero temperature fails in another place. That density of states vanishes at neutrality, so the corrected capacitance vanishes there too, whereas the finite-temperature model gives 0.65 µF/cm² for the whole stack. What is needed is the charge response of the bands at finite temperature, in a form that covers neutrality, high doping and the range between.

Let n be the number of electrons per area in the upper band, p the number of holes per area in the lower band, and N = n − p the net electron density. Let μ be the chemical potential measured from the Dirac point, the energy at which the two bands meet. The electron charge is −e with e > 0. If the sheet is connected to a grounded contact, its electrochemical potential is fixed. Raising the local electrostatic potential by dφ lowers the Dirac point by e dφ, and μ, measured from that point, rises by dμ = e dφ. The sheet then takes up dN electrons per area, and an opposite charge e dN appears on the gate. The capacitance associated with this filling is the ratio of that charge to dφ = dμ/e:

C_q = e dN/(dμ/e) = e² dN/dμ.

This is the quantum capacitance per area. The derivative is taken at fixed temperature. The sheet is assumed uniform and in equilibrium with its contact, and the electrons are treated as independent particles in fixed bands.

The bands follow from the honeycomb lattice. Each unit cell holds two carbon atoms, and each atom has three nearest neighbours, all on the other sublattice. Keep one orbital per atom, equal orbital energies, and a hopping energy t between neighbours. For a Bloch wave of wavevector k, the three hops carry the phases 1, exp(ik·a₁) and exp(ik·a₂), where a₁ and a₂ are lattice vectors of length a, 60° apart. The Hamiltonian is a two-by-two matrix with zeros on its diagonal and −t g and −t g* off it, where

g = 1 + exp(ik·a₁) + exp(ik·a₂).

Its eigenvalues satisfy E² = t²|g|², so E = ±t|g|. The bands meet where g = 0. Three complex numbers of unit length add to zero when they point 120° apart, so the phases k·a₁ and k·a₂ must be 2π/3 and −2π/3, or the reverse. These are two different points of the Brillouin zone, called valleys.

Near the first of them write the wavevector as the valley point plus q, and let ω = exp(2πi/3), u = q·a₁ and w = q·a₂. To first order in q,

g ≈ i(ωu + ω*w),

|g|² ≈ u² + w² + 2uw Re(ω²) = u² + w² − uw,

because Re(ω²) = cos(4π/3) = −1/2. With a₁ = a(√3/2, 1/2) and a₂ = a(√3/2, −1/2),

u² + w² = a²(3q_x² + q_y²)/2,

uw = a²(3q_x² − q_y²)/4,

|g|² ≈ a²(3q_x² + 3q_y²)/4 = 3a²q²/4.

The energy is therefore linear in q and independent of direction:

E = ±ħvq, with ħv = √3 a t/2.

The other valley gives the same cone, since exchanging the two phases exchanges u and w. This linear law is the second main assumption. It holds for energies small compared with t, and its error within this model, and the effect of hopping beyond nearest neighbours, are given in the second half.

Now count states. In a large periodic sample the allowed wavevectors have density 1/(2π)² per unit sample area. A circle of radius q holds πq²/(2π)² of them. Two spins and two valleys multiply this by four, so the number of upper-band states per area with energy below E = ħvq is

4πq²/(4π²) = q²/π = E²/[π(ħv)²].

Its derivative with respect to E is the density of states,

D(E) = 2E/[π(ħv)²] for E > 0.

The lower band is the mirror image, with density D(|E|) at negative energy.

The occupation of a level at energy E is f(E − μ), where

f(y) = 1/[exp(y/k_BT) + 1].

The electron density is n = ∫₀^∞ D(E) f(E − μ) dE. A hole is an empty level in the lower band. At energy −E the probability of emptiness is 1 − f(−E − μ). For any y,

1 − f(−y) = exp(−y/k_BT)/[exp(−y/k_BT) + 1] = 1/[1 + exp(y/k_BT)] = f(y),

so with y = E + μ the hole probability is f(E + μ). Hence

N = ∫₀^∞ D(E)[f(E − μ) − f(E + μ)] dE.

Counting holes instead of lower-band electrons removes the large charge of the filled band, which the ions balance. At μ = 0 the two terms cancel and N = 0, so neutrality and μ = 0 coincide in this symmetric model.

To differentiate with respect to μ, use the way μ enters. In the first term it enters through E − μ, so ∂f(E − μ)/∂μ = −∂f(E − μ)/∂E. In the second it enters through E + μ, with a minus sign in front, so the μ-derivative of −f(E + μ) is −∂f(E + μ)/∂E. Both terms now have the same sign:

dN/dμ = −∫₀^∞ D(E) ∂/∂E [f(E − μ) + f(E + μ)] dE.

Integrate by parts. The boundary term is −D(E)[f(E − μ) + f(E + μ)] between zero and infinity. It vanishes at the lower end because D(0) = 0, and at the upper end because f decays exponentially while D grows linearly. What remains contains dD/dE = 2/[π(ħv)²], a constant:

dN/dμ = {2/[π(ħv)²]} ∫₀^∞ [f(E − μ) + f(E + μ)] dE.

This is the step at which the linear density of states makes a closed form easy: its derivative leaves the Fermi function alone under the integral. An antiderivative of f(E − μ) is −k_BT ln[1 + exp((μ − E)/k_BT)], as differentiation shows:

d/dE {−k_BT ln[1 + exp((μ − E)/k_BT)]} = exp((μ − E)/k_BT)/[1 + exp((μ − E)/k_BT)] = f(E − μ).

It tends to zero as E → ∞, so the integral is minus its value at E = 0:

∫₀^∞ f(E − μ) dE = k_BT ln[1 + exp(μ/k_BT)].

Replacing μ by −μ gives the second integral. With x = μ/k_BT, the sum of the two logarithms is the logarithm of the product

(1 + eˣ)(1 + e⁻ˣ) = 2 + eˣ + e⁻ˣ = (e^(x/2) + e^(−x/2))² = 4 cosh²(x/2).

Since ln[4 cosh²(x/2)] = 2 ln[2 cosh(x/2)], multiplication by e² gives

C_q = {4e²k_BT/[π(ħv)²]} ln[2 cosh(μ/2k_BT)].

It is convenient to define S = 2e²/[π(ħv)²], a capacitance per area and per energy. Then

C_q = 2S k_BT ln[2 cosh(μ/2k_BT)].

The meaning of the formula is clearer one step before the integration by parts. The slope of f is an even function, because f(−y) = 1 − f(y). The hole term can therefore be folded onto negative energies, and

C_q = e² ∫ D(|E|)[−∂f(E − μ)/∂E] dE,

with E running over both bands. The weight in square brackets is positive, has unit area, and is centred at μ with a width of a few k_BT. The quantum capacitance is thus e² times the density of states averaged over a thermal window. At the Dirac point the density of states is zero, but the window reaches into both bands, and the average is not zero.

The minimum follows by differentiation. The derivative of ln[2 cosh(μ/2k_BT)] with respect to μ is tanh(μ/2k_BT)/(2k_BT), so

dC_q/dμ = S tanh(μ/2k_BT).

This is negative for μ < 0, zero at μ = 0 and positive for μ > 0. There is one minimum, at neutrality, where cosh 0 = 1:

C_min = 2 ln2 · S k_BT = 4 ln2 · e²k_BT/[π(ħv)²].

It is proportional to temperature, because the width of the thermal window is proportional to k_BT and so is the typical density of states inside it. Comparison with e²D(E) = S E shows that C_min equals the zero-temperature value at an energy 2 ln2 · k_BT, or about 1.39 k_BT.

Close to the minimum put y = μ/2k_BT and use cosh y ≈ 1 + y²/2, so that ln(2 cosh y) ≈ ln2 + y²/2. With y² = x²/4 this becomes ln2 + x²/8, and

C_q/C_min ≈ 1 + (μ/k_BT)²/(8 ln2), for |μ| ≪ k_BT.

The sharp corner of the zero-temperature law S|μ| is replaced by a parabola.

For high doping, take the larger exponential out of the hyperbolic cosine:

2 cosh(μ/2k_BT) = exp(|μ|/2k_BT)[1 + exp(−|μ|/k_BT)].

The logarithm of the first factor is |μ|/2k_BT, and multiplication by 2S k_BT gives

C_q = S{|μ| + 2k_BT ln[1 + exp(−|μ|/k_BT)]}.

No approximation has been made here. The second term is the excess over the linear law. It is positive, and since ln(1 + z) < z for z > 0, it is smaller than 2k_BT exp(−|μ|/k_BT). Thus C_q → S|μ| when |μ| ≫ k_BT, with an exponentially small error. The reason is visible in the thermal average. Where D is a straight line across the window, an average over a symmetric weight returns the value at the centre. The excess comes from the tail of the window that reaches past the Dirac point, where D turns upward again.

The excess falls to 1% of the linear term at |μ| = 3.92 k_BT, which is 0.101 eV at 300 K. Beyond that it is smaller still, since the excess decreases with |μ| while the linear term grows.

At fixed μ the capacitance rises with temperature at every doping, not at neutrality alone. Differentiation of 2S k_BT ln(2 cosh y), with dy/dT = −y/T, gives

∂C_q/∂T = 2S k_B[ln(2 cosh y) − y tanh y].

The bracket is even in y and equals ln2 at y = 0. For y > 0 its derivative is tanh y − tanh y − y/cosh²y = −y/cosh²y, which is negative, and the bracket tends to zero as y → ∞. A function that decreases towards zero is positive, so the derivative is positive. The words "at fixed μ" matter: at fixed density the trend reverses at high doping, as the second half shows.

To attach numbers, take v = 10⁶ m/s, a rough typical value, for which ħv = 0.6582 eV nm. One elementary charge per volt and per nm² is 16.02 µF/cm², so

S = 2 × 16.02/(π × 0.6582²) = 23.54 µF/cm² per eV.

At 300 K, k_BT = 25.85 meV, and

C_min = 2 × 0.6931 × 23.54 × 0.02585 = 0.844 µF/cm².

The same formula gives 0.217 µF/cm² at 77 K and 1.125 µF/cm² at 400 K, in proportion to temperature.

The factor of four and the density of states can be tested without using the cone. Summing the thermal weight over the full honeycomb bands ±t|g|, across the whole Brillouin zone, with a factor of two for spin alone, gives 0.8439 µF/cm² at neutrality and 300 K. The closed form gives 0.8437. The two valleys were not put in by hand in that sum; they are in the bands. A second test, which keeps the cone but differentiates the integrated carrier densities numerically, also gives 0.8437 µF/cm².

## Second half: Fermi energy, gate voltage and real devices

The symbols carried over are these. N is the net electron density, μ the chemical potential measured from the Dirac point, v the band velocity and T the temperature. For independent electrons in linear bands, with S = 2e²/[π(ħv)²], the quantum capacitance per area is

C_q = e² dN/dμ = 2S k_BT ln[2 cosh(μ/2k_BT)] = S{|μ| + 2k_BT ln[1 + exp(−|μ|/k_BT)]}.

Its minimum, at μ = 0, is C_min = 2 ln2 · S k_BT. For v = 10⁶ m/s, S = 23.54 µF/cm² per eV, and at 300 K C_min = 0.844 µF/cm².

The linear law has so far been stated in μ. The Fermi energy E_F is a different quantity at finite temperature. It is the chemical potential that the same density would have at T = 0. There the states fill a circle of radius k_F with k_F²/π = |N|, so

E_F = ħv√(π|N|), or E_F² = π(ħv)²|N|.

To relate E_F to μ, integrate C_q/e² from neutrality, where N = 0. Take μ ≥ 0; negative μ follows by exchanging electrons and holes. Then

N = {2/[π(ħv)²]} ∫₀^μ {s + 2k_BT ln[1 + exp(−s/k_BT)]} ds.

The first term gives μ²/2. In the second put s = k_BT r and x = μ/k_BT, which leaves 2(k_BT)² times the integral of ln(1 + e⁻ʳ) from 0 to x. Expand the logarithm as the sum over m ≥ 1 of (−1)^(m+1) e^(−mr)/m. This alternating series converges uniformly for r ≥ 0, since its remainder is at most the first omitted term, so it may be integrated term by term:

∫₀ˣ ln(1 + e⁻ʳ) dr = Σ (−1)^(m+1) (1 − e^(−mx))/m².

The part without x is the sum of 1/m² over all m minus twice the sum over even m. The full sum is π²/6 and the even part is a quarter of it, so the result is π²/6 − π²/12 = π²/12. The part with x is Li₂(−e⁻ˣ), where the dilogarithm is Li₂(z) = Σ zᵐ/m². Collecting terms and multiplying by π(ħv)²,

E_F² = μ² + π²(k_BT)²/3 + 4(k_BT)² Li₂(−exp(−μ/k_BT)).

At μ = 0 the last two terms cancel, because Li₂(−1) = −π²/12, and E_F = 0 as it must be.

At high doping the dilogarithm is exponentially small, but the term π²(k_BT)²/3 stays. Solving for μ and expanding the square root,

μ ≈ E_F √[1 − π²(k_BT)²/(3E_F²)] ≈ E_F − π²(k_BT)²/(6E_F),

C_q ≈ S[E_F − π²(k_BT)²/(6E_F)], for E_F ≫ k_BT.

So C_q grows linearly with Fermi energy, with slope S, as it does with μ. The approach to the line differs: exponential in μ, algebraic in E_F. The signs differ too, since at high doping C_q lies above S|μ| and below S E_F. At fixed μ, heating raises C_q. At fixed density and high doping, heating lowers it, because μ must fall to keep N constant when the density of states increases with energy.

Near neutrality the two variables are not even proportional. There e²N ≈ C_min μ, which gives

E_F² ≈ 4 ln2 · k_BT μ, for 0 ≤ μ ≪ k_BT.

The quantum capacitance now has a closed form in μ, and μ has been related to the Fermi energy at any doping. What remains is to show the error made by confusing the two, to separate C_q from the insulator in a gate measurement, and to estimate how puddles, traps, interactions and other neglected effects change it in a real device.

All numerical values are calculated from the stated model.
